# Bias sensitivity of triangular and rectangular tunnel barriers

## Problem

An electron at the Fermi level of a metal emitter tunnels through a dielectric of thickness $d$ into a metal collector. Energies are measured from the emitter Fermi level, $x$ runs from the emitter face ($x=0$) to the collector face ($x=d$), and $e>0$. Two barriers have the same peak $U_0$ and the same thickness:

$$U_{\rm rect}(x)=U_0,\qquad U_{\rm tri}(x)=U_0\left(1-\left|\frac{2x}{d}-1\right|\right).$$

The second, a crested barrier, rises linearly from zero at each face to $U_0$ at mid-plane. A bias $V\ge 0$ lowers the collector Fermi level to $-eV$ and adds $-eVx/d$ to the potential energy in the dielectric. This linear drop assumes a uniform permittivity and no stored charge. The tunnelling mass $m$ is uniform in the barrier, and image forces are left out.

In the semiclassical (WKB) approximation the transmission is $T\sim e^{-B}$, where

$$B=\frac{2}{\hbar}\int_{\rm forbidden}\sqrt{2m\left[U(x)-\frac{eVx}{d}\right]}\,dx .$$

The integral covers the region where the bracket is positive. The approximation needs $B\gg1$, and it omits the prefactor of $T$.

(a) Find $B$ for both barriers at zero bias, and their ratio.

(b) Find $B$ for both barriers under bias, up to the bias at which the triangle disappears.

(c) Find the initial rate at which bias reduces each exponent.

(d) Which barrier is the more sensitive to bias? Answer separately for the fractional fall of $B$, its absolute fall and its local slope.

(e) Does the initial slope found in (c) describe the ohmic conductance?

(f) Evaluate the results for $U_0=3$ eV, $d=5$ nm, $m=0.4\,m_e$ and $V=1.5$ V.

## Hints

1. Use the dimensionless quantities
$$s=\frac{x}{d},\qquad v=\frac{eV}{U_0},\qquad K=\frac{d\sqrt{2mU_0}}{\hbar}.$$
2. The square root of a quantity that falls linearly from $p$ to zero over a width $w$ has a simple integral. Cut the biased triangle at its peak and use that integral twice.
3. For the fractional fall, look for a straight line in $v$ that separates the two curves $B(v)/B(0)$. Treat $v\le1$ and $v\ge1$ separately.
4. For (e), consider the electron whose energy lies midway between the two Fermi levels, and reflect the barrier about its mid-plane.

## Solution

### (a) Zero bias

Writing $U-eVx/d=U_0u(s)$ and $dx=d\,ds$ turns the exponent into

$$B=2K\int_{u>0}\sqrt{u(s)}\,ds .$$

For the rectangle at $V=0$, $u=1$ and $B_{\rm rect}(0)=2K$. For the triangle, $u$ passes uniformly through all values from 0 to 1 in each half, so the average of $\sqrt u$ over the thickness is

$$\int_0^1\sqrt u\,du=\frac23,\qquad B_{\rm tri}(0)=\frac{4K}{3}.$$

The ratio is $2/3$, whatever the mass, peak and thickness, provided that both barriers share them. It exceeds the ratio of the areas under the two potentials, which is $1/2$, because the square root gives the low parts of the triangle more weight than their height alone would.

### (b) Under bias

**Rectangle.** Here $u=1-vs$. If $v\le1$, the whole thickness is forbidden:

$$\int_0^1\sqrt{1-vs}\,ds=\left[-\frac{2}{3v}(1-vs)^{3/2}\right]_0^1=\frac{2}{3v}\left[1-(1-v)^{3/2}\right].$$

If $v\ge1$, the forbidden region ends at $s=1/v$, where $u=0$, and the integral is $2/(3v)$. Therefore

$$B_{\rm rect}=\begin{cases}\dfrac{4K}{3v}\left[1-(1-v)^{3/2}\right], & 0<v\le1,\\[2mm] \dfrac{4K}{3v}, & v\ge1.\end{cases}$$

The second line is the Fowler–Nordheim exponent, inversely proportional to the field.

**Triangle.** The two halves are

$$u=(2-v)s\quad(s\le\tfrac12),\qquad u=2-(2+v)s\quad(s\ge\tfrac12).$$

At $s=\tfrac12$ both give the peak $p=1-v/2$. For $v<2$ the first half still rises, so the peak stays at mid-plane. The second half reaches zero at $s=2/(2+v)$, and the forbidden region runs from $0$ to that point.

A linear change between $0$ and $p$ over a width $w$ contributes

$$\int_0^w\sqrt{\frac{p\,t}{w}}\,dt=\frac23\,w\sqrt p .$$

Both halves have the same $p$, so their widths simply add to $2/(2+v)=1/(1+v/2)$. The result is

$$B_{\rm tri}=2K\cdot\frac23\sqrt{1-\frac v2}\cdot\frac{1}{1+v/2}=\frac{4K}{3}\,\frac{\sqrt{1-v/2}}{1+v/2},\qquad 0\le v\le2 .$$

The numerator records the lowering of the peak and the denominator the narrowing of the barrier. At $v=2$ the peak reaches the emitter Fermi level and the barrier is gone for this electron. The semiclassical estimate fails before that, once $B$ is no longer large.

### (c) Initial slopes

For the rectangle, $(1-v)^{3/2}=1-\tfrac32v+\tfrac38v^2+\dots$, so

$$B_{\rm rect}=\frac{4K}{3v}\left(\frac{3v}{2}-\frac{3v^2}{8}+\dots\right)=2K\left(1-\frac v4+\dots\right).$$

For the triangle, $\sqrt{1-v/2}\approx1-v/4$ and $1/(1+v/2)\approx1-v/2$, so

$$B_{\rm tri}=\frac{4K}{3}\left(1-\frac{3v}{4}+\dots\right).$$

Hence

$$-\frac{dB_{\rm tri}}{dv}\bigg|_0=K,\qquad -\frac{dB_{\rm rect}}{dv}\bigg|_0=\frac K2 .$$

The triangle responds twice as strongly in absolute terms and three times as strongly relative to its own exponent.

The cause is visible in the first-order change of the integral. Bias changes $u$ by $-vs$, and $\delta\sqrt u=\delta u/(2\sqrt u)$, so

$$\delta B=-Kv\int_0^1\frac{s}{\sqrt{u_0(s)}}\,ds,$$

where $u_0$ is the unbiased profile. The weight $1/\sqrt{u_0}$ is large where the barrier is low. Since $u_0$ is symmetric about $s=\tfrac12$, the factor $s$ may be replaced by its average $\tfrac12$. The integral is then $\tfrac12$ for the rectangle and $\tfrac12\int_0^1u^{-1/2}du=1$ for the triangle. The low region near the collector face, where the bias potential is largest, supplies most of the additional response.

### (d) Which is more sensitive?

Let $f=B(v)/B(0)$ and $a=v/2$.

**Fractional fall.** For $0<v\le1$ the line $1-v/2$ separates the two curves. Because $\sqrt y\ge y$ for $0\le y\le1$,

$$f_{\rm rect}=\int_0^1\sqrt{1-vs}\,ds\ \ge\ \int_0^1(1-vs)\,ds=1-\frac v2 .$$

For the triangle, the claim $f_{\rm tri}<1-a$ reads $\sqrt{1-a}/(1+a)<1-a$. Multiplying by $(1+a)/\sqrt{1-a}$ and squaring, with all quantities positive, turns it into $(1-a)(1+a)^2>1$. This holds because

$$(1-a)(1+a)^2-1=a-a^2-a^3=a(1-a-a^2),$$

and for $0<a\le\tfrac12$ the last bracket is at least $\tfrac14$. So $f_{\rm tri}<1-v/2\le f_{\rm rect}$.

For $1\le v<2$, $f_{\rm rect}=2/(3v)=1/(3a)$. The inequality $f_{\rm tri}<f_{\rm rect}$ is then equivalent to

$$9a^2(1-a)<(1+a)^2 .$$

The left side has its maximum at $a=2/3$, where it equals $4/3$. The right side is at least $9/4$, since $a\ge\tfrac12$. The triangle therefore has the larger fractional fall throughout $0<v<2$.

**Absolute fall.** Let $D=B(0)-B(v)$. For $0<v\le1$ the bound just found gives

$$D_{\rm tri}=\frac{4K}{3}(1-f_{\rm tri})>\frac{4K}{3}\cdot\frac v2=\frac{2Kv}{3}.$$

The function $f_{\rm rect}$ is concave in $v$, because $\sqrt{1-vs}$ is concave in $v$ for each $s$. It therefore lies on or above the chord from $f_{\rm rect}(0)=1$ to $f_{\rm rect}(1)=2/3$. This means $1-f_{\rm rect}\le v/3$ and $D_{\rm rect}\le2Kv/3$. The triangle has the larger absolute fall up to $v=1$.

For $1\le v<2$,

$$D_{\rm tri}-D_{\rm rect}=\frac{4K}{3}(1-f_{\rm tri})-2K+\frac{4K}{3v}=\frac{4K}{3}\left[\frac{2-v}{2v}-f_{\rm tri}\right].$$

Both terms in the bracket are positive, so its sign is that of the difference of their squares. With $f_{\rm tri}^2=2(2-v)/(2+v)^2$, that difference is

$$\frac{(2-v)^2}{4v^2}-\frac{2(2-v)}{(2+v)^2}.$$

Multiplication by the positive factor $4v^2(2+v)^2/(2-v)$ leaves

$$(2-v)(2+v)^2-8v^2=8+4v-10v^2-v^3=-P(v),\qquad P(v)=v^3+10v^2-4v-8 .$$

Now $P(1)=-1$, $P(2)=32$, and $P'(v)=3v^2+20v-4$ is positive for $v\ge1$. There is one root in this interval, $v^*=1.051$. Above it the rectangle has the larger absolute fall. At $v=2$ the two falls meet again: the triangle has lost its whole exponent, $4K/3$, and the rectangle has lost $2K-2K/3=4K/3$.

**Local slope.** Differentiating the logarithm of $B_{\rm tri}$ gives

$$\frac{d\ln B_{\rm tri}}{da}=-\frac{1}{2(1-a)}-\frac{1}{1+a}=-\frac{3-a}{2(1-a)(1+a)} .$$

Since $dv=2\,da$, multiplying by $B_{\rm tri}/2$ yields

$$-\frac{dB_{\rm tri}}{dv}=\frac K3\,\frac{3-a}{\sqrt{1-a}\,(1+a)^2}.$$

For the rectangle with $v\le1$,

$$-\frac{dB_{\rm rect}}{dv}=\frac{4K}{3v^2}\left[1-(1-v)^{3/2}\right]-\frac{2K}{v}\sqrt{1-v}.$$

At $v=0$ the slopes are $K$ and $K/2$. At $v=1$ they are $10\sqrt2\,K/27\approx0.52K$ and $4K/3$, so the order has reversed in between. The numerical crossing is at $v=0.573$. Before $v=2$ the order reverses again, since the triangle's slope diverges there while the rectangle's, $4K/(3v^2)=K/(3a^2)$, tends to $K/3$. Equating the two slopes for $v\ge1$ gives $a^2(3-a)=\sqrt{1-a}\,(1+a)^2$, whose root is $a\approx0.808$, or $v\approx1.62$. At this crossing $B_{\rm tri}\approx0.32K$, about 9 for the values in part (f), so the exponent still gives the size of $T$.

The slope of $\ln T$ is a more delicate matter. Under bias, part of the dielectric next to the collector becomes classically allowed, for the triangle at any $v>0$ and for the rectangle at $v>1$. Waves reflected at the collector face interfere there and make $\ln T$ oscillate with bias. The oscillation can shift the slope crossings or add new ones, so the two values of $v$ found here describe the WKB exponents only.

For the WKB exponents, the statement that the crested barrier is more bias-sensitive is thus true of the fractional fall for $0<v<2$, of the absolute fall for $0<v<v^*$, and of the local slope for $v<0.573$ and again for $1.62<v<2$.

### (e) Which electrons carry the linear term

The slopes in (c) belong to the electron at the emitter Fermi level. An electron midway between the Fermi levels has energy $-eV/2$ and sees the dimensionless barrier

$$u_0(s)+v\left(\tfrac12-s\right).$$

Replacing $s$ by $1-s$ has the same effect as reversing $v$, because $u_0$ is symmetric. Its exponent is therefore even in $V$. A term in $|V|$ is absent too: the first correction is of order $V^2$ for the rectangle and $|V|^{3/2}$ for the triangle, whose edges lie at the Fermi level. With identical electrodes the same reflection reverses the current when the bias is reversed, so $I/V$ is even in $V$. The initial slope does not describe the ohmic conductance.

The Fermi-level exponent governs the current once the electrons near the top of the energy window dominate. At zero bias, an electron of energy $E>0$ sees a triangle whose height and width are both reduced by the factor $1-E/U_0$:

$$B_{\rm tri}(E)=\frac{4K}{3}\left(1-\frac{E}{U_0}\right)^{3/2},\qquad B_{\rm rect}(E)=2K\left(1-\frac{E}{U_0}\right)^{1/2}.$$

At $E=0$ the slopes $|dB/dE|$ are $2K/U_0$ and $K/U_0$. To first order, transmission thus changes by a factor $e$ over $U_0/(2K)$ for the triangle and $U_0/K$ for the rectangle, and $eV$ must be well above these energies. The electrons in the window have $E<0$. With $\epsilon=|E|/U_0$ the triangle's slope there is $2K(\sqrt{1+\epsilon}-\sqrt\epsilon)/U_0$, which starts from the same value but falls off quickly, so its true scale is somewhat larger.

### (f) Numbers

The parameters give $K=28.06$, so

$$B_{\rm tri}(0)=\tfrac43(28.06)=37.4,\qquad B_{\rm rect}(0)=2(28.06)=56.1 .$$

At 1.5 V, $v=0.5$, and

$$f_{\rm tri}=\frac{\sqrt{0.75}}{1.25}=0.693,\qquad f_{\rm rect}=\frac{2}{1.5}\left(1-0.5^{3/2}\right)=0.862 .$$

The exponents become 25.9 and 48.4. They have fallen by 11.5 and 7.7, which raises the factor $e^{-B}$ by 5.0 decades for the triangle and 3.4 for the rectangle. The initial slopes alone would have predicted falls of $Kv=14.0$ and $Kv/2=7.0$. The triangle's response has weakened with bias and the rectangle's has grown, which is how the triangle later loses its lead in absolute fall. For the WKB exponents that happens at 3.15 V; the prefactor of $T$ shifts the voltage at which the changes in $\ln T$ are equal. At 4.5 V the falls are 26.7 for the triangle and 31.2 for the rectangle.

The first-order energy scales of part (e) are 53 meV and 107 meV. Below the Fermi level a full factor $e$ takes 59 meV and 108 meV at zero bias, and 62 meV and 92 meV at 1.5 V, all far below the 1.5 eV window. Integrating the WKB transmission at 0 K over the energy of motion across the barrier, weighted by the supply function of a planar junction, shows what the exponent alone misses. Between 0.5 V and 1.5 V the logarithm of the current rises by 7.3 for the triangle and 5.1 for the rectangle, against exponent falls of 7.1 and 5.3. At 1.5 V, warming from 0 K to 300 K multiplies the current by 1.34 and 1.14 respectively (the 1.347 in the output comes from a 10 meV energy mesh; a fine mesh gives 1.344).

The omitted prefactor can be judged from a numerical solution of the wave equation, with free-mass electrodes of 5 eV kinetic energy at the Fermi level. Between zero bias and 1.5 V, $\ln T$ rises by 11.6 for the triangle and 7.7 for the rectangle, close to the WKB falls. These values depend on the electrodes: for kinetic energies from 2 to 10 eV the triangle's rise runs from 11.0 to 12.0 and the rectangle's from 8.0 to 7.6. With 5 eV electrodes the two rises become equal near $v=1.13$, or 3.4 V, instead of 3.15 V.

**Comparison with real devices.** The peak, mass and thickness are rough values in the regime of an oxide tunnel dielectric in charge-trap flash memory; 5 nm is towards the thick side. The linear crest is an idealization: a practical approximation would be a graded layer or a stack of dielectrics, with a nonzero barrier at each face and a permittivity that varies. The electrodes here are metals, whereas such a memory has a semiconductor channel and a trapping layer. The effects of varying permittivity and of those electrodes are not estimated. Others, inserted one at a time, give:

| Change | Ratio of $B(0)$ | Falls at 1.5 V (tri, rect) |
|---|---|---|
| None | 0.667 | 11.5, 7.7 |
| Image force | 0.641 | 10.6, 8.0 |
| Two-band dispersion | 0.729 | 9.5, 4.1 |
| Edges raised to 0.5 eV | 0.746 | 12.0, 7.7 |
| Trapped charge | 0.670 | 11.4, 7.7 |

The image force uses a relative permittivity of 4, near the static value of an oxide; with a value of 2.1, near the optical one, the row becomes 0.630 and 10.1, 8.2. Two-band dispersion replaces $U$ under the square root by $U(1-U/E_g)$, with a uniform gap $E_g=9$ eV. The trapped charge is $10^{12}$ electrons per cm² at mid-plane. Among these changes, the raised edge moves the two-thirds ratio most, and two-band dispersion moves the rectangle's fall most. The triangle keeps the larger fall at 1.5 V in every row.

The mean field at 1.5 V is 3 MV/cm, against a rough breakdown field of 10 MV/cm for a good oxide. In the uncorrected model the absolute falls become equal at 6.3 MV/cm. This field is sensitive to the changes in the table: it is 5.8 MV/cm with the image force, 6.7 MV/cm with raised edges and 8.1 MV/cm with two-band dispersion. Removing the triangle altogether would take 12 MV/cm, above that rough limit.

## Variation 1: equal exponents at zero bias

*Keep $U_0$ and $m$, but thicken the triangle until its zero-bias exponent equals that of the rectangle. Compare the two at the same voltage.*

The exponent is proportional to thickness, so the triangle needs $3d/2$. At a given voltage $v$ is unchanged, and both exponents start from $2K$, where $K$ still refers to the rectangle's thickness $d$. Only the factors $f$ now differ, and part (d) showed $f_{\rm tri}<f_{\rm rect}$ for $0<v<2$. Under this condition the triangle has the larger absolute fall at every voltage in that range, and the crossing at $v^*$ disappears.

In the example the triangle is 7.5 nm thick. At 1.5 V its exponent is $56.1\times0.693=38.9$, against 48.4 for the rectangle. The fall is 17.2, or 7.5 decades, instead of 3.4. The mean field in the thicker layer is 2 MV/cm instead of 3 MV/cm.

This comparison bears on a memory required to leak little at rest and to pass current when programmed. It assumes the same voltage across both layers, although in a real gate stack a thicker layer takes a different share of the applied voltage. It also equates retention with the Fermi-level exponent at zero bias, so it leaves out prefactors, temperature, leakage through defects and the field of the stored charge. Temperature works against the crest, because the thick triangle's exponent changes quickly with energy. In the planar WKB current at low bias, the 7.5 nm triangle leaks 0.36 times as much as the 5 nm rectangle at 0 K, 0.9 times at 300 K, 1.6 times at 358 K and 3 times at 398 K. The bias of 1.5 V is also far below programming conditions: the same estimate gives a few times $10^{-10}$ A/cm² through the triangle, and about 4.5 V is needed to reach a few A/cm².

## Variation 2: edges above the Fermi level

*Let the triangular profile rise from $rU_0$ at the faces to $U_0$ at mid-plane, with $0<r<1$. Find the zero-bias ratio and the initial slope.*

In each half $u_0$ now passes uniformly from $r$ to 1. Averaging $\sqrt{u_0}$ gives

$$\frac{B_{\rm tri}(0)}{B_{\rm rect}(0)}=\frac{1}{1-r}\int_r^1\sqrt u\,du=\frac23\,\frac{1-r^{3/2}}{1-r}.$$

Since $r^{3/2}<r$, the ratio exceeds $2/3$. It tends to 1 as $r\to1$, where the profile becomes the rectangle.

The first-order formula of part (c), again with $s$ replaced by $\tfrac12$, gives

$$-\frac{dB_{\rm tri}}{dv}\bigg|_0=\frac{K}{2(1-r)}\int_r^1\frac{du}{\sqrt u}=K\,\frac{1-\sqrt r}{1-r}=\frac{K}{1+\sqrt r}.$$

This runs from $K$ at $r=0$ to the rectangle's $K/2$ at $r=1$. Raising the edges removes the low regions that made the crest responsive.

For edges at 0.5 eV, $r=1/6$. The exponent is 41.8 instead of 37.4, and the ratio is 0.746. The initial slope drops to $0.71K$, yet the fall at 1.5 V is 12.0, slightly more than the 11.5 found with edges at zero. A smaller initial slope therefore does not imply a smaller fall at finite bias. As a fraction of the zero-bias exponent the fall is smaller, $12.0/41.8=0.29$ against $11.5/37.4=0.31$, and both exceed the rectangle's $7.7/56.1=0.14$.

The numerical output below lists most of the values used here; the others follow from the formulas in the text.

## Computed results

```
Peak 3.0 eV, thickness 5.0 nm, mass 0.4 m_e, bias 1.5 V
K = 28.061 (no unit), v at working bias = 0.500
Zero-bias exponent B(0): triangle 37.414, rectangle 56.121
Ratio triangle/rectangle at zero bias = 0.66667
Initial slope -dB/dv divided by K: triangle 0.9995, rectangle 0.5001
Initial slope -dB/dV, per volt: triangle 9.349, rectangle 4.678
Exponent at working bias: triangle 25.921, rectangle 48.373
Fall of exponent at working bias: triangle 11.493, rectangle 7.749
Same fall in decades: triangle 4.99, rectangle 3.37
v=0.5, bias 1.5 V, B(v)/B(0): triangle 0.6928, rectangle 0.8619
v=0.5, absolute fall of B: triangle 11.493, rectangle 7.749
v=1.0, bias 3.0 V, B(v)/B(0): triangle 0.4714, rectangle 0.6667
v=1.0, absolute fall of B: triangle 19.777, rectangle 18.707
v=1.5, bias 4.5 V, B(v)/B(0): triangle 0.2857, rectangle 0.4444
v=1.5, absolute fall of B: triangle 26.725, rectangle 31.179
v=2.0, bias 6.0 V, B(v)/B(0): triangle 0.0000, rectangle 0.3333
v=2.0, absolute fall of B: triangle 37.414, rectangle 37.414
Absolute falls equal at v = 1.0509, bias 3.153 V
Local slopes first equal at v = 0.573, bias 1.72 V
Equal-retention triangle thickness = 7.50 nm
Its exponent at working bias = 38.882
Its fall = 17.239, or 7.49 decades
Its mean field at working bias = 2.00 MV/cm
Energy scale 1/|dB/dE| at zero bias, meV: triangle 53.5, rectangle 106.9
Electrode kinetic energy for wave solution = 5.0 eV, free mass
Wave solution -ln T at zero bias: triangle 37.167, rectangle 54.776
Wave solution -ln T at working bias: triangle 25.617, rectangle 47.041
Wave solution gain in ln T: triangle 11.550, rectangle 7.735
Wave solution ratio of growth, 5.0 to 10.0 nm = 0.6733
ln current gain, 0.5 to 1.5 V, 0 K: triangle 7.283, rectangle 5.132
Fall of exponent over the same range: triangle 7.145, rectangle 5.341
Current at 300 K / current at 0 K, working bias: triangle 1.347, rectangle 1.138
Relative permittivity 4.0, image lowering mid-plane 0.0499 eV
Two-band gap 9.0 eV, raised edge 0.5 eV, other mass 0.5 m_e
Trapped sheet 1.0e+12 per cm2 raises mid-plane by 0.0565 eV
Effects: B(0) triangle, rectangle, ratio; fall at working bias triangle, rectangle
  reference model: 37.41, 56.12, 0.667; 11.49, 7.75
  image force: 34.48, 53.79, 0.641; 10.55, 8.03
  two-band dispersion: 33.42, 45.82, 0.729; 9.53, 4.08
  triangle edge raised: 41.84, 56.12, 0.746; 11.98, 7.75
  other mass: 41.83, 62.75, 0.667; 12.85, 8.66
  trapped charge: 37.77, 56.39, 0.670; 11.42, 7.71
Mean field at working bias = 3.00 MV/cm
Rough breakdown field 10 MV/cm, fraction used 0.30
Mean field where absolute falls are equal = 6.31 MV/cm
Mean field at v = 2 = 12.0 MV/cm
```
